# Flat-Band Condition for Two-Dimensional Contact Barriers from Thermal Activation

A metal touches an n-type two-dimensional semiconductor whose interior band edge is moved by a gate. The current is measured against temperature at each gate voltage, and an activation energy is extracted from each set. The problem is to decide which of these energies is the contact barrier.

**Setting.** Energies are measured upward from the metal Fermi level, \(\beta=1/kT\), and \(q>0\) is the elementary charge. The band is parabolic, with mass \(m\) and total degeneracy \(g\), spin included. The conduction-band edge is pinned at \(\Phi_B\) at the contact, \(x=0\), and tends to \(u\) in the interior:

\[
E_c(x)=u+(\Phi_B-u)e^{-x/\lambda}.
\]

The length \(\lambda\) is a given parameter, independent of gate voltage and temperature, as is \(\Phi_B\). Flat band means \(u=\Phi_B\). Carriers cross the interior without scattering and leave through an ideal second contact, so neither adds resistance. Transverse momentum is conserved, and carriers are nondegenerate (\(u\gg kT\)). Transmission is semiclassical: unity above the highest point of the profile, and \(e^{-S}\) below it, with \(S\) the WKB exponent. The image force is left out; its effect is estimated in (h).

## (a) What must be plotted against inverse temperature?

Find the current per unit width for a transmission \(\mathcal T(E)\), where \(E\) is the energy of motion along \(x\). Identify the quantity whose logarithmic slope defines the activation energy, at small and at large drain bias \(V_d\).

**Solution.** Each transverse wave number \(k_y\) is a one-dimensional channel, so

\[
J=\frac{gq}{h}\int\frac{dk_y}{2\pi}\int dE\,\mathcal T(E)\,[f(E_{\rm tot})-f(E_{\rm tot}+qV_d)],
\]

with \(E_{\rm tot}=E+\hbar^2k_y^2/2m\). For nondegenerate carriers \(f(E_{\rm tot})\simeq e^{-\beta E_{\rm tot}}\), and the bracket becomes \(e^{-\beta E_{\rm tot}}(1-e^{-\beta qV_d})\). The transverse integral is Gaussian:

\[
\int\frac{dk_y}{2\pi}e^{-\beta\hbar^2k_y^2/2m}
=\frac{1}{2\pi}\frac{\sqrt{2\pi mkT}}{\hbar}=\frac{\sqrt{2\pi mkT}}{h}.
\]

Define the dimensionless quantity

\[
W=\beta\int\mathcal T(E)e^{-\beta E}\,dE .
\]

The remaining energy integral equals \(kT\,W\), so

\[
J=\frac{gq}{h^2}\sqrt{2\pi mkT}\;kT\,(1-e^{-qV_d/kT})\,W .
\]

For \(qV_d\ll kT\) the bias factor is \(qV_d/kT\), which cancels the separate \(kT\), and \(J/\sqrt T\propto W\). For \(qV_d\gg kT\) the bias factor is one and \(J/T^{3/2}\propto W\). In both cases the activation energy is

\[
E_a=-\frac{\partial\ln W}{\partial\beta}\Big|_u .
\]

The normalization matters. Since \(\ln T=-\ln\beta+\text{const}\), an uncompensated factor \(T^s\) adds \(-\partial\ln T^s/\partial\beta=s\,kT\). Dividing small-bias data by \(T^{3/2}\) leaves an extra \(T^{-1}\) and lowers the result by \(kT\), about 26 meV at 300 K.

## (b) What does the activation energy measure?

For a transmission that rises monotonically from zero to one, express \(E_a\) as an average. What happens to this average when temperature changes?

**Solution.** Integrate \(W\) by parts. The boundary term vanishes because \(\mathcal T=0\) below the band and \(e^{-\beta E}\to0\) at high energy:

\[
W=\int e^{-\beta s}\,d\mathcal T(s).
\]

The increment \(d\mathcal T(s)\) includes any jump at the band edge. It is non-negative and integrates to one, so the barrier acts as a distribution of sharp thresholds \(s\). Differentiation gives

\[
E_a=\frac{\int s\,e^{-\beta s}d\mathcal T(s)}{\int e^{-\beta s}d\mathcal T(s)}=\langle s\rangle .
\]

The activation energy is a thermally weighted mean threshold, and need not equal the barrier height. A second differentiation gives

\[
\frac{\partial E_a}{\partial\beta}=-(\langle s^2\rangle-\langle s\rangle^2)\le0 .
\]

At fixed \(u\), \(E_a\) therefore rises with temperature if thresholds are spread, and is constant if there is a single threshold.

The assumption of unit transmission above the edge can also be examined. If reflection makes \(\mathcal T\propto(E-u)^p\) over the thermally important range, then

\[
W\propto\beta\,e^{-\beta u}\int_0^\infty y^pe^{-\beta y}dy
=\Gamma(p+1)\beta^{-p}e^{-\beta u},
\]

and \(E_a=u+p\,kT\). For \(p=1/2\) the offset is 12.9 meV at 300 K. If \(p\) does not depend on \(u\), the slope against \(u\) is unchanged but the barrier read from the plot is shifted. In general the offset varies with the profile, so the semiclassical assumption limits absolute accuracy.

## (c) What is measured before flat band?

Find \(E_a\) for \(u\ge\Phi_B\).

**Solution.** The profile rises from \(\Phi_B\) towards \(u\), so its highest level is the interior edge. No propagating interior state exists below \(u\), and transmission is one above it:

\[
W=\beta\int_u^\infty e^{-\beta E}dE=e^{-\beta u},\qquad E_a=u .
\]

This is thermionic flow over the channel, not over the contact edge. With unit transmission above the edge, the activation energy follows the gate and contains no information about \(\Phi_B\) until \(u\) has come down to it.

## (d) How does the contact barrier transmit after flat band?

For \(u<\Phi_B\), put \(\delta=\Phi_B-u\) and find \(S\) at an energy between \(u\) and \(\Phi_B\).

**Solution.** Let \(\varepsilon=E-u\). The forbidden region runs from \(x=0\) to the turning point \(x_t\), where \(\delta e^{-x_t/\lambda}=\varepsilon\), and

\[
S=\frac{2\sqrt{2m}}{\hbar}\int_0^{x_t}\sqrt{\delta e^{-x/\lambda}-\varepsilon}\;dx .
\]

Call the square root \(w\). From \(w^2+\varepsilon=\delta e^{-x/\lambda}\) follows \(2w\,dw=-(w^2+\varepsilon)dx/\lambda\). With \(w_0=\sqrt{\delta-\varepsilon}\),

\[
\int_0^{x_t}w\,dx=2\lambda\int_0^{w_0}\frac{w^2}{w^2+\varepsilon}dw
=2\lambda\left[w_0-\sqrt\varepsilon\arctan\frac{w_0}{\sqrt\varepsilon}\right].
\]

Now set \(\varepsilon=\delta\cos^2\theta\), with \(0\le\theta\le\pi/2\). Then \(w_0=\sqrt\delta\sin\theta\) and the arctangent is \(\theta\). Introducing the quantum energy of the profile length,

\[
\varepsilon_\lambda=\frac{\hbar^2}{2m\lambda^2},\qquad
S=4\sqrt{\frac{\delta}{\varepsilon_\lambda}}\,(\sin\theta-\theta\cos\theta).
\]

Since \(d(\sin\theta-\theta\cos\theta)/d\theta=\theta\sin\theta\ge0\), \(S\) grows from the barrier top (\(\theta=0\)) to the interior edge (\(\theta=\pi/2\)). Transmission therefore rises with energy, as part (b) requires.

## (e) How do thermionic flow and barrier width separate?

Split \(W\) at the barrier top. Find \(E_a\), the share of tunnelling, and the limits of a very wide and a very narrow barrier.

**Solution.** Measure energy downward from the top, \(\eta=\Phi_B-E=\delta\sin^2\theta\). Then

\[
W=\beta\int_{\Phi_B}^{\infty}e^{-\beta E}dE+\beta\int_u^{\Phi_B}e^{-S-\beta E}dE
=e^{-\beta\Phi_B}M,
\]
\[
M=1+\beta\int_0^\delta e^{\beta\eta-S}d\eta .
\]

The one in \(M\) is thermionic flow over the contact. The integral is tunnelling, and the gate changes it in two ways: lowering \(u\) thins the barrier at each energy and admits carriers of lower energy. The tunnelling share is \(f=1-1/M\), and

\[
E_a=\Phi_B-\frac{\partial\ln M}{\partial\beta}
=\Phi_B-\frac1M\int_0^\delta(1+\beta\eta)e^{\beta\eta-S}d\eta .
\]

The tunnelling part alone has activation energy \(E_t=\Phi_B-\partial\ln(M-1)/\partial\beta\). Since \(\partial\ln M/\partial\beta=f\,\partial\ln(M-1)/\partial\beta\),

\[
E_a=(1-f)\Phi_B+fE_t .
\]

As \(\lambda\to\infty\), \(S\to\infty\) below the top, \(M\to1\) and \(E_a\to\Phi_B\): a plateau. As \(\lambda\to0\), \(S\to0\), \(M\to e^{\beta\delta}\) and \(E_a\to u\): the contact is transparent and the curve shows no sign of flat band. For finite \(\lambda\), all thresholds lie between \(u\) and \(\Phi_B\), with non-zero weight at \(u\) and above it, so \(u<E_a<\Phi_B\).

## (f) Is there a kink at flat band?

Find the leading departure of \(E_a\) from \(u\) just after flat band. Then find the lowering below \(\Phi_B\) when tunnelling is confined near the top of a wide barrier.

**Solution.** Take \(\delta\ll\varepsilon_\lambda\) and \(\delta\ll kT\). Then \(M\to1\), the thermal factors tend to one, and \(\Phi_B-E_a\simeq\int_0^\delta e^{-S}d\eta\). Subtracting this from \(\delta\) and expanding in small \(S\),

\[
E_a-u\simeq\int_0^\delta S\,d\eta
=\frac{8\delta^{3/2}}{\sqrt{\varepsilon_\lambda}}\int_0^{\pi/2}
(\sin^2\theta\cos\theta-\theta\sin\theta\cos^2\theta)\,d\theta,
\]

where \(d\eta=2\delta\sin\theta\cos\theta\,d\theta\). The thermal corrections dropped here are smaller by a factor of order \(\beta\delta\), because for \(S=0\) the full formula gives \(E_a=u\) at any temperature. The first integral is \(1/3\). The second, by parts, is \(\frac13\int_0^{\pi/2}\cos^3\theta\,d\theta=2/9\). Hence

\[
E_a-u\simeq\frac{8}{9}\frac{\delta^{3/2}}{\sqrt{\varepsilon_\lambda}},\qquad
\frac{\partial E_a}{\partial u}\simeq1-\frac43\sqrt{\frac{\delta}{\varepsilon_\lambda}} .
\]

The slope is continuous at flat band, so there is no kink. The curvature is zero before flat band and \(\frac23(\varepsilon_\lambda\delta)^{-1/2}\) just after it. This singularity belongs to the semiclassical model: WKB is not reliable for \(\delta\lesssim\varepsilon_\lambda\), where \(S\) is not large. At any \(\delta\) it is also unreliable near the barrier top, where \(S\to0\). A small \(\varepsilon_\lambda\) does not by itself make the location of the onset reliable: reflection above the barrier, left out here, can shift \(E_a\) by a sizeable fraction of \(kT\), as in (b).

For the other limit, use \(\eta\simeq\delta\theta^2\) and \(\sin\theta-\theta\cos\theta\simeq\theta^3/3\) near the top:

\[
S\simeq\left(\frac{\eta}{\eta_*}\right)^{3/2},\qquad
\eta_*=\left(\frac{3\sqrt{\varepsilon_\lambda}\,\delta}{4}\right)^{2/3}.
\]

If \(\eta_*\ll\delta\) and \(\eta_*\ll kT\), then

\[
\Phi_B-E_a\simeq\int_0^\infty e^{-(\eta/\eta_*)^{3/2}}d\eta=\Gamma(5/3)\,\eta_* .
\]

Because \(\sqrt{\varepsilon_\lambda}\,\delta\) is proportional to \(\delta/\lambda\), the lowering depends on the band slope at the contact, to the power \(2/3\). This is barrier-width modulation with the barrier height held fixed.

## (g) How does the gate voltage enter?

Let \(C_{\rm ox}\) be the oxide capacitance and \(C_{\rm it}\) a temperature-independent trap capacitance, both per area. Let \(V\) be the gate voltage counted from flat band without mobile charge, and let the flat-band voltage be independent of temperature. Find the apparent activation energy at fixed \(V\), including mobile charge in the channel interior at small drain bias.

**Solution.** Lowering the band from \(\Phi_B\) to \(u\) raises the channel potential by \((\Phi_B-u)/q\). The oxide charge balances trap charge and mobile charge of density \(n\):

\[
C_{\rm ox}\left[V-\frac{\Phi_B-u}{q}\right]=C_{\rm it}\frac{\Phi_B-u}{q}+qn .
\]

With \(C=C_{\rm ox}+C_{\rm it}\) and \(\gamma=C/C_{\rm ox}\),

\[
u=u_{\rm line}+\frac{q^2n}{C},\qquad u_{\rm line}=\Phi_B-\frac{qV}{\gamma}.
\]

The two-dimensional density of states is \(D=gm/(2\pi\hbar^2)\), and \(n=D\,kT\,e^{-\beta u}\). Define

\[
r=\frac{q^2D}{C}e^{-\beta u},\qquad u=u_{\rm line}+r\,kT .
\]

For thermionic flow before flat band, \(\ln W=-\beta u\). At fixed gate voltage \(u\) itself varies with temperature, so \(E_{\rm app}=d(\beta u)/d\beta\). Since \(\beta u=\beta u_{\rm line}+r\) and \(dr/d\beta=-r\,d(\beta u)/d\beta\),

\[
E_{\rm app}=u_{\rm line}-rE_{\rm app}
\quad\Rightarrow\quad E_{\rm app}=\frac{u_{\rm line}}{1+r}.
\]

While \(u_{\rm line}>0\), mobile charge bends the plot below the line, whereas the contact barrier bends it above. With constant \(C_{\rm it}\), the direction of departure tells which of these two effects dominates.

After flat band, \(W\) depends on \(\beta\) directly and through \(u\). Define \(a=-kT\,\partial\ln W/\partial u\), so that \(E_{\rm app}=E_a+a\beta\,du/d\beta\). The electrostatics, which does not involve transmission, gives

\[
\beta\frac{du}{d\beta}=\frac{u_{\rm line}}{1+r}-u
=\frac{u-r\,kT}{1+r}-u=-\frac{r(u+kT)}{1+r},
\]
\[
E_{\rm app}=E_a-\frac{a\,r\,(u+kT)}{1+r}.
\]

Lowering \(u\) lowers the profile everywhere except at the pinned contact edge and increases transmission, so \(a>0\): mobile charge makes the apparent energy lower than \(E_a\) at the same \(u\).

## (h) State the flat-band condition and its range of validity.

**Solution.** With negligible mobile charge, the measured energy has two branches:

\[
E_{\rm app}=\Phi_B-\frac{qV}{\gamma}\quad(V\le0),\qquad
\Phi_B-\frac{qV}{\gamma}<E_{\rm app}<\Phi_B\quad(V>0).
\]

Within the semiclassical model without image force, and for an interior without scattering, the contact barrier is the activation energy at the end of the linear segment, where the upward departure begins. There \(u=\Phi_B\). Linearity alone is insufficient evidence: the end of the segment must be seen, and the departure must be upward. Even an upward departure is not proof, because a trap capacitance that grows as the band edge approaches the Fermi level bends the plot the same way without any contact barrier, provided the trapped charge depends only weakly on temperature. For an exponential band tail with thermal occupation this needs a tail energy above about \(2kT\); a steeper tail acts like mobile charge and at first bends the plot downward.

Mobile charge must still be negligible at flat band. Setting \(u=\Phi_B\) in the result of (g), with \(a=1\), gives the error

\[
\Phi_B-E_{\rm app}=\frac{r(\Phi_B+kT)}{1+r},
\]

which must be much smaller than the accuracy sought. Flat band must therefore be reached while the channel is still in its subthreshold range.

The interior must also add no appreciable resistance. A diffusive channel of length \(L\) and mobility \(\mu\) has conductance \(q\mu n/L\) per width. With \(n=D\,kT\,e^{-\beta\Phi_B}\) at flat band, its ratio to the thermionic conductance of the contact is

\[
\frac{G_{\rm channel}}{G_{\rm contact}}=\frac{\mu\sqrt{2\pi mkT}}{qL}.
\]

For \(m=0.5\,m_0\), \(\mu=50\) cm²/(V s), \(L=1\) µm and 300 K this is only 0.0034. The channel then dominates the resistance at flat band, the activation energy keeps following \(u\) well below \(\Phi_B\), apart from an offset set by the temperature dependence of the channel prefactor and mobility, and the end of the linear segment is not the contact barrier. At this mobility the two conductances are equal at \(L\simeq3.4\) nm, so with unit transmission above the contact edge the condition does not apply to the total current of such a diffusive transistor at any practical length. This length scales as the inverse of the contact transmission, so a tunnel gap at the interface, which the model omits, can raise it by orders of magnitude.

The image force delays the departure. In a uniform medium of permittivity \(\epsilon\) it adds \(-A/x\) to the profile, with \(A=q^2/(16\pi\epsilon)\). The profile then rises above \(u\) only if \(\delta>Ae^{x/\lambda}/x\) for some \(x\). The right side is smallest at \(x=\lambda\), so the interior edge remains the highest level until \(\delta=2.718\,A/\lambda\). For relative permittivity 10 and \(\lambda=5\) nm this is about 20 meV, and the linear segment ends that far below \(\Phi_B\).

The flat-band gate voltage \(V_{\rm FB}\) must also not drift with temperature. At fixed applied gate voltage a drift adds \(-(qT/\gamma)\,dV_{\rm FB}/dT\) to the energies on the line. For 0.1 mV/K, \(\gamma=1.5\) and 300 K this is −20 meV.

A visible departure also comes late. If it is detected when \(E_{\rm app}\) exceeds the line by \(\Delta\), at gate voltage \(V_\Delta\), the energy read there is

\[
E_{\rm read}=\Phi_B-\frac{qV_\Delta}{\gamma}+\Delta<\Phi_B .
\]

Within this model the reading is a lower bound on the barrier. Reflection at the contact, which the model omits, can raise the activation energy near flat band and reverse the sign of the error, so the bound should not be carried over to measured data without further evidence. The offset from reflection also grows as flat band is approached, so the upward departure then begins before flat band. For the contact of (i), with exact transmission, equal mass in the metal and its band bottom between 0 and 5 eV below the Fermi level, \(E_a-u\) at 300 K is about 1 meV at \(u=0.40\) eV and 7 to 11 meV at \(u=\Phi_B\), and a 5 meV departure is read at 307 to 312 meV.

## (i) Apply the condition to a model contact.

Take \(m=0.5\,m_0\), \(g=4\), \(\Phi_B=0.30\) eV, \(\lambda=5\) nm, a 10 nm oxide of relative permittivity 3.9, and \(C_{\rm it}=C_{\rm ox}/2\). Separate the current at \(u=0.20\) eV, assess mobile charge, and read the barrier from simulated data.

**Solution.** These are round model parameters; the values below are listed in the numerical output.

*Separation at 300 K.* Here \(\varepsilon_\lambda=3.05\) meV and \(\delta=100\) meV. At the interior edge \(S=4\sqrt{100/3.05}\simeq22.9\), so tunnelling there is negligible. Higher in the barrier it is not: \(M=2.633\), and

\[
f=1-\frac1{2.633}=0.62 .
\]

The conductance per width is 0.612 S/m, of which \(0.612/2.633\simeq0.232\) S/m is thermionic. The activation energy is 270.7 meV, or 29.3 meV below the barrier. Dividing this lowering by \(f\) gives 47 meV, so the tunnelling part alone has \(E_t\simeq253\) meV. Because of the factor \(\beta\) in \(W\), the mean energy of the tunnelling carriers along \(x\) is \(E_t+kT\simeq279\) meV. Although tunnelling carries most of the current, it therefore flows well above the interior edge at 200 meV. About 60 % of it flows where \(S<1\), so WKB is only approximate here. The exact transmission of the same profile, with equal mass in the metal and its band bottom between 0 and 5 eV below the Fermi level, gives \(E_a\) from 267 to 273 meV and \(f\) from 0.67 to 0.59.

A direct evaluation of the current, with full Fermi functions and a numerically integrated WKB exponent, also gives 270.7 meV at small and large bias with the matching powers of \(T\). Using \(T^{3/2}\) at small bias gives 244.8 meV, the shift of \(kT\) found in (a).

*Mobile charge.* The capacitance is \(C=5.18\times10^{-3}\) F/m² and \(q^2D=0.669\) F/m², a ratio of 129. At flat band \(r=0.00118\), and the error is

\[
\frac{0.00118\,(300+25.85)}{1.00118}\ \text{meV}\simeq0.4\ \text{meV}.
\]

As far as mobile charge is concerned, the condition is usable. For a barrier of 0.20 eV on the same oxide, \(r=0.056\) and the apparent energy at flat band is 188 meV, 12 meV too low. For 0.15 eV it is 101 meV, nearly 50 meV too low: the channel has begun to turn on before flat band. Returning to 0.30 eV but using a 300 nm oxide, with \(C_{\rm it}=C_{\rm ox}/2\) kept so that both capacitances fall thirtyfold, gives 289 meV: the smaller total capacitance makes the same mobile charge more effective.

*Gate dependence.* Arrhenius fits from 260 to 320 K, with mobile charge included, give for \(\lambda=5\) nm:

| \(V\) (V) | line (meV) | fitted (meV) | tunnelling at 300 K |
|---:|---:|---:|---:|
| −0.150 | 400.0 | 400.0 | 0 % |
| 0 | 300.0 | 299.7 | 0 % |
| 0.030 | 280.0 | 292.5 | 24 % |
| 0.075 | 250.0 | 283.8 | 42 % |
| 0.150 | 200.0 | 268.7 | 62 % |

The fitted energy continues to fall after flat band even though the barrier height is fixed. Taking 268.7 meV as the barrier at \(V=0.15\) V would give an error of −31 meV relative to the input. At this voltage and 300 K, \(u=201.4\) meV, \(r=0.0535\) and \(a=0.208\), so the mobile-charge correction to \(E_a\) at this \(u\) is

\[
-\frac{0.208\times0.0535\,(201.4+25.85)}{1.0535}\ \text{meV}\simeq-2.4\ \text{meV}.
\]

Mobile charge also raises \(u\) from 200 to 201.4 meV, which raises \(E_a\) by about 0.4 meV from the 270.7 meV found above. Its net effect at this gate voltage is therefore about −2.0 meV, and most of the lowering is due to tunnelling.

*Reading the barrier.* A straight line fitted for \(V\le-0.05\) V gives \(\gamma=1.499\), against the input 1.5. Detecting the departure at \(\Delta=5\) meV gives:

| \(\lambda\) (nm) | \(\varepsilon_\lambda\) (meV) | \(V_\Delta\) (mV) | barrier read (meV) |
|---:|---:|---:|---:|
| 2 | 19.05 | 20.1 | 291.5 |
| 5 | 3.05 | 13.4 | 296.0 |
| 10 | 0.76 | 10.9 | 297.6 |

For \(\lambda=5\) nm the line has fallen by \(13.4/1.5\simeq8.9\) meV when the departure reaches 5 meV, leaving the reading about 4 meV low. The delay grows as the barrier becomes more transparent. At \(\lambda=2\) nm the band has moved by only about 13 meV, less than \(\varepsilon_\lambda\), so the condition for WKB is not met there; at 5 and 10 nm it still fails near the barrier top, where much of the tunnelling current flows. None of the three entries should be used to correct measured data: the offset from reflection estimated in (b), 12.9 meV for \(p=1/2\) at 300 K, is larger than all three reading errors, and so is the image-force delay of about 20 meV from (h), which acts in the opposite direction. Within the semiclassical model, the 5 nm contact gives a barrier reading of 0.296 eV (\(4.74\times10^{-20}\) J), against an input of 0.300 eV.

## Computed values

```
mass 0.5 m0; degeneracy 4; barrier 0.30 eV; lambda 5 nm
oxide 10 nm, rel. permittivity 3.9; gate factor 1.50
T = 300 K, kT = 25.85 meV
oxide + trap capacitance = 5.180e-03 F/m^2
band quantum capacitance q^2 D = 0.669 F/m^2; ratio = 129.2
Single point, u = 0.20 eV, no mobile-charge feedback:
 S at u = 22.91; M = 2.633
 tunnelling share = 62.0 %
 E_a formula = 270.69 meV; threshold mean = 270.69 meV
 E_a direct, small bias, J/T^0.5 = 270.68 meV
 E_a direct, 0.5 V bias, J/T^1.5 = 270.68 meV
 E_a direct, small bias, wrong J/T^1.5 = 244.83 meV
 conductance direct = 0.6115, formula = 0.6117 S/m
offset for square-root transmission = 12.93 meV
onset law, computed/formula = 0.9991
wide-barrier law, computed/formula: 200 nm 1.0122, 2000 nm 1.0027
Mobile charge at u = barrier, thermionic flow, 300 K:
 barrier 0.30 eV, oxide 10 nm: r = 0.00118, line 300.0, E_app 299.6 meV
 barrier 0.20 eV, oxide 10 nm: r = 0.05642, line 198.5, E_app 187.9 meV
 barrier 0.15 eV, oxide 10 nm: r = 0.39031, line 139.9, E_app 100.7 meV
 barrier 0.30 eV, oxide 300 nm: r = 0.03537, line 299.1, E_app 288.9 meV
Combined case, gate 0.15 V: u = 201.38 meV, r = 0.0535, a = 0.208
 E_app numeric = 268.67, formula = 268.67 meV
Arrhenius fits 260-320 K, lambda 5 nm (share at 300 K):
 gate -0.150 V: line 400.0 meV, fitted 400.0 meV, tunnelling 0.0 %
 gate -0.075 V: line 350.0 meV, fitted 350.0 meV, tunnelling 0.0 %
 gate +0.000 V: line 300.0 meV, fitted 299.7 meV, tunnelling 0.0 %
 gate +0.015 V: line 290.0 meV, fitted 295.6 meV, tunnelling 14.8 %
 gate +0.030 V: line 280.0 meV, fitted 292.5 meV, tunnelling 23.8 %
 gate +0.075 V: line 250.0 meV, fitted 283.8 meV, tunnelling 42.4 %
 gate +0.150 V: line 200.0 meV, fitted 268.7 meV, tunnelling 61.6 %
 gate +0.225 V: line 150.0 meV, fitted 249.7 meV, tunnelling 73.0 %
Barrier read at a 5 meV departure from the fitted line:
 lambda 2 nm: eps_lam 19.05 meV, gate factor 1.4991, departure 20.1 mV,
   read 291.5 meV, error -8.5 meV; at zero gate 299.7 meV
 lambda 5 nm: eps_lam 3.05 meV, gate factor 1.4991, departure 13.4 mV,
   read 296.0 meV, error -4.0 meV; at zero gate 299.7 meV
 lambda 10 nm: eps_lam 0.76 meV, gate factor 1.4991, departure 10.9 mV,
   read 297.6 meV, error -2.4 meV; at zero gate 299.7 meV
```
